# Drag on a Slow Ion in a Degenerate Electron Gas

## The problem

A heavy ion moves with constant velocity $\mathbf v$ through a uniform electron gas at zero temperature. The gas has density $n$ and Fermi speed $v_F$, and $x=v/v_F$. The electrons are independent of one another. In the frame of the ion they scatter elastically from a fixed, spherically symmetric potential. The transport cross section

$$\sigma=\int(1-\cos\chi)\,d\sigma_{\rm sc},$$

where $\chi$ is the scattering angle and $d\sigma_{\rm sc}$ the differential cross section, has the same value at every relative speed that occurs.

(a) Find the drag force $S$ for $0<x\le1$, and its ratio to the linear value $S_0$, which is the slope of $S$ at $v\to0$ multiplied by $v$.

(b) Find what replaces this ratio for $x>1$.

(c) Decide how far the answer to (a) depends on the constancy of $\sigma$.

(d) Evaluate the drag for an 80 keV oxygen ion in a metal with $n=0.18$ Å$^{-3}$ and $\sigma=10$ Å$^2$.

The algebra uses atomic units, so the electron mass is 1. The ion is taken as infinitely heavy. The drag is counted positive when it opposes the motion; it is then also the energy lost per unit path.

## A tempting solution

Let $\mathbf w$ be an electron's velocity in the laboratory and $\mathbf u=\mathbf w-\mathbf v$ its velocity relative to the ion. A collision turns $\mathbf u$ into $\mathbf u'$ with $|\mathbf u'|=|\mathbf u|=u$, and gives the ion the momentum $\mathbf u-\mathbf u'$. Averaged over the azimuth of the scattering, $\mathbf u'$ becomes $\mathbf u\cos\chi$, so the mean momentum given is $(1-\cos\chi)\mathbf u$. Electrons of one velocity, with density $n$, arrive with flux $nu$. They exert the force $n\sigma u\,\mathbf u$ on the ion. The drag is minus the component of this force along $\hat{\mathbf v}$:

$$S=n\sigma\,\big\langle|\mathbf v-\mathbf w|\,(\mathbf v-\mathbf w)\cdot\hat{\mathbf v}\big\rangle. \qquad (1)$$

The brackets denote an average over the electrons that take part.

Now comes the Pauli principle. When the ion is slow, an electron deep inside the Fermi sphere finds its final states occupied and cannot scatter. Only electrons with speeds near $v_F$ can. It seems reasonable, then, to set $|\mathbf w|=v_F$ in (1) and to average over directions alone.

The average is easiest through a gradient. For $\mathbf q=\mathbf v-\mathbf w$, differentiation with respect to $\mathbf v$ gives $\nabla|\mathbf q|^3=3|\mathbf q|\mathbf q$. Since the average of $|\mathbf q|^3$ over an isotropic gas depends on $v$ alone,

$$S=\frac{n\sigma}{3}\,\frac{d}{dv}\big\langle|\mathbf v-\mathbf w|^3\big\rangle. \qquad (2)$$

For the average over directions at fixed $w$, let $\mu$ be the cosine of the angle between $\mathbf v$ and $\mathbf w$. Then $q^2=v^2+w^2-2vw\mu$, so $q\,dq=-vw\,d\mu$. Write $a$ for the larger and $b$ for the smaller of $v$ and $w$. The range of $q$ is from $a-b$ to $a+b$, and

$$\frac12\int_{-1}^{1}q^3\,d\mu=\frac1{2ab}\int_{a-b}^{a+b}q^4\,dq=\frac{(a+b)^5-(a-b)^5}{10ab}.$$

Even powers of $b$ cancel in the numerator, which leaves $2(5a^4b+10a^2b^3+b^5)$. Hence

$$\frac12\int_{-1}^{1}q^3\,d\mu=a^3+2ab^2+\frac{b^4}{5a}. \qquad (3)$$

With $a=v_F$ and $b=v$ this is $v_F^3(1+2x^2+x^4/5)$. Its derivative with respect to $v$ is $v_F^2(4x+4x^3/5)$, and (2) gives

$$S_{\rm shell}=\frac43\,n v_F\sigma v\left(1+\frac{x^2}{5}\right).$$

This has the right dimension, is linear at low speed and grows with $x$. It is nevertheless wrong, already in its linear term.

## Where the fault lies

Equations (2) and (3) are sound. The fault is the replacement of a filled sphere by a shell that holds all $n$ electrons. The Pauli principle does restrict which collisions occur, but it does not move the density of the whole gas to the Fermi surface.

A direct count at low speed shows this. In the ion frame the occupied velocities fill a sphere of radius $v_F$ centred at $-\mathbf v$. Compare it with a sphere of the same radius centred at zero. The centred sphere is isotropic and exerts no force, so the force comes from the difference between the two.

Let $\theta$ be the angle between $\mathbf u$ and $\mathbf v$. To first order in $v$, the displaced surface lies at $u=v_F-v\cos\theta$. The difference is therefore a thin layer of signed thickness $-v\cos\theta$: electrons are added on the side $\cos\theta<0$ and missing on the other. The density in velocity space is $3n/(4\pi v_F^3)$. The number of added electrons per unit volume is

$$\frac{3n}{4\pi v_F^3}\,v_F^2\,v\int_{\cos\theta<0}|\cos\theta|\,d\Omega=\frac{3n}{4\pi}\,x\,\pi=\frac34\,n x .$$

It is proportional to $x$ and vanishes for an ion at rest. Each electron in the layer contributes $\sigma v_F\cdot v_F\cos\theta$ to the force along $\mathbf v$, so the layer gives

$$-S_0=\frac{3n}{4\pi v_F^3}\int(-v\cos\theta)\,v_F^2\,\sigma v_F^2\cos\theta\,d\Omega
=-\frac{3n\sigma v_Fv}{4\pi}\cdot\frac{4\pi}{3}.$$

Thus

$$S_0=n v_F\sigma v. \qquad (4)$$

The Fermi surface does determine the linear drag, but with the weight of the thin layer. The shell solution is too large by the factor $4/3$.

The same factor appears in another way. For small $v$, equation (3) with $a=w$ and $b=v$ gives $\langle w^3\rangle+2v^2\langle w\rangle$ to second order in $v$, and (2) gives $S_0=\frac43n\sigma v\langle w\rangle$. In a filled sphere

$$\langle w\rangle=\frac{3}{v_F^3}\int_0^{v_F}w^3\,dw=\frac34v_F,$$

which restores (4). The shell solution had put $v_F$ in place of this mean speed.

## Why blocking leaves the total force unchanged

It remains to show which average belongs in (1) when $v$ is not small. Let $f(\mathbf u)$ be the occupation, 1 or 0, of a velocity in the ion frame. A collision $\mathbf u\to\mathbf u'$ requires an occupied initial state and an empty final state, hence the factor

$$f(\mathbf u)[1-f(\mathbf u')]=f(\mathbf u)-f(\mathbf u)f(\mathbf u').$$

The first term is the force without blocking. The second contributes a sum over all pairs of directions at equal speed $u$, with the integrand

$$f(\mathbf u)f(\mathbf u')\,(\mathbf u-\mathbf u')\,u\,\frac{d\sigma_{\rm sc}}{d\Omega}(\chi).$$

Exchange $\mathbf u$ and $\mathbf u'$. The product of occupations is unchanged. So are the speed and the cross section, because $\chi$ is the angle between the two vectors. The momentum $\mathbf u-\mathbf u'$ changes sign. The term therefore integrates to zero.

A forbidden collision from one occupied state to another is matched by the reverse forbidden collision, which would have given the opposite momentum. Blocking removes both, and the total force stays as it was. The average in (1) must run over the whole filled sphere, including the electrons at its centre. This argument uses elastic scattering in the ion frame and a rate that is the same in both directions. It would need to be reconsidered if the ion could absorb energy internally.

The cancellation was tested at $x=0.4857$ by random sampling of two million collisions, with the anisotropic angular density $(1+0.6\cos\chi)/2$ per unit $\cos\chi$. The drag divided by $S_0$ was $1.0921\pm0.0013$ when every collision was counted. It was $1.0916\pm0.0012$ when collisions into occupied states were struck out; the uncertainties are standard errors. Only half of the collisions survived the blocking. The shell solution would give $\frac43(1+0.2359/5)=1.396$, far outside these uncertainties.

## The right solution for $x\le1$

Set $v_F=1$ for the average, and define $M(x)=\langle|\mathbf v-\mathbf w|^3\rangle$ over the filled sphere. The fraction of electrons with speed between $w$ and $w+dw$ is $3w^2dw$. Formula (3) changes its form at $w=x$, so the integral is split there.

Electrons slower than the ion have $a=x$, $b=w$ and contribute

$$3\int_0^x\left(x^3w^2+2xw^4+\frac{w^6}{5x}\right)dw
=3x^6\left(\frac13+\frac25+\frac1{35}\right)=\frac{16}{7}x^6 .$$

Electrons faster than the ion have $a=w$, $b=x$ and contribute

$$3\int_x^1\left(w^5+2x^2w^3+\frac{x^4w}{5}\right)dw
=\frac{1-x^6}{2}+\frac{3x^2(1-x^4)}{2}+\frac{3x^4(1-x^2)}{10}.$$

The terms in $x^6$ of this second part add to $-\left(\frac12+\frac32+\frac3{10}\right)x^6=-\frac{23}{10}x^6$. Since $\frac{16}7-\frac{23}{10}=\frac{160-161}{70}$, the two parts together give

$$M(x)=\frac12+\frac32x^2+\frac3{10}x^4-\frac1{70}x^6. \qquad (5)$$

The last coefficient is small because two much larger contributions nearly cancel.

Restoring $v_F$, the average is $v_F^3M(x)$, and its derivative with respect to $v=xv_F$ is $v_F^2M'(x)$. Equation (2) becomes

$$S=\frac{n\sigma v_F^2}{3}M'(x)=n\sigma v_F^2\left(x+\frac25x^3-\frac1{35}x^5\right).$$

Because $v_F^2x=v_Fv$, division by (4) gives the answer to (a):

$$\boxed{\frac{S}{S_0}=1+\frac{2x^2}{5}-\frac{x^4}{35},\qquad 0<x\le1.} \qquad (6)$$

No expansion in $x$ was made; the polynomial is complete within the model. Its derivative, $\frac45x-\frac4{35}x^3$, is positive on the whole interval. The ratio thus rises steadily from 1 to $48/35\approx1.371$. The linear law falls short of the full drag by about 1.6% of $S_0$ at $x=0.2$ and by 10% at $x=0.5$.

The drag force reverses with $\mathbf v$ and varies smoothly through $v=0$. Its polynomial therefore contains only odd powers of $x$, and the relative correction begins with $x^2$. The correction depends on the factor $|\mathbf v-\mathbf w|$ in (1), which makes the momentum-transfer rate $n\sigma u$ grow with relative speed at constant $\sigma$. A law for $\sigma$ that cancels this factor, treated below, removes the correction altogether.

## Above the Fermi speed

For $x>1$ every electron is slower than the ion. The first integral then runs from 0 to 1, and the second is absent:

$$M(x)=3\int_0^1\left(x^3w^2+2xw^4+\frac{w^6}{5x}\right)dw=x^3+\frac65x+\frac3{35x}.$$

Hence

$$\frac{S}{S_0}=\frac{M'(x)}{3x}=x+\frac2{5x}-\frac1{35x^3},\qquad x>1. \qquad (7)$$

For $x\gg1$ the first term dominates and $S\to n\sigma v^2$, the drag in a gas at rest. Whether a constant $\sigma$ is still sensible at such speeds is a separate matter. In a real metal, a sufficiently fast ion also loses energy by exciting plasmons, the collective oscillations of the electron gas. A model of independent electrons leaves this loss out, so (7) is a result for the model and not the full electronic drag of a fast ion.

The two expressions join smoothly. Over the common denominator $35x^3$, (7) minus (6) has the numerator

$$x^7-14x^5+35x^4-35x^3+14x^2-1=(x-1)^5(x^2+5x+1).$$

The fifth power means that the polynomial remains a good approximation a little above $x=1$, although it is no longer the solution. At $x=2$ the difference is $15/280=0.054$: direct integration of (1) gives 2.196, while the polynomial gives 2.143.

## What the constancy of $\sigma$ decides

The linear drag depends on $\sigma$ at relative speed $v_F$ alone, as the thin layer showed. The correction involves other relative speeds, which for $x\le1$ extend from $v_F-v$ to $v_F+v$. At any smaller $u$ every direction is occupied in the ion frame, and the forces from opposite directions cancel. The result (6) therefore needs a constant $\sigma$ only within this range. Two other laws, given the same value $\sigma_F$ at $u=v_F$, show the consequence.

If $\sigma=\sigma_Fv_F/u$, the factor $|\mathbf v-\mathbf w|$ in (1) cancels. Since $\langle\mathbf w\rangle=0$,

$$S=n\sigma_Fv_F\langle(\mathbf v-\mathbf w)\cdot\hat{\mathbf v}\rangle=n\sigma_Fv_Fv .$$

The momentum-transfer rate $n\sigma u$ no longer depends on relative speed, and the drag is linear at every $v$ for which the law holds.

If $\sigma=\sigma_Fv_F^2/u^2$, the average in (1) contains the unit vector $\mathbf q/|\mathbf q|=\nabla|\mathbf q|$. This law would follow from scattering phase shifts independent of energy, because the transport cross section is then proportional to $1/u^2$. The directional mean of $|\mathbf q|$ is

$$\frac1{2ab}\int_{a-b}^{a+b}q^2\,dq=\frac{(a+b)^3-(a-b)^3}{6ab}=a+\frac{b^2}{3a}.$$

With $v_F=1$ and the same split at $w=x$, the mean over the sphere is

$$3\int_0^x\left(xw^2+\frac{w^4}{3x}\right)dw+3\int_x^1\left(w^3+\frac{x^2w}{3}\right)dw
=\frac65x^4+\frac34(1-x^4)+\frac{x^2}{2}(1-x^2).$$

This equals $\frac34+\frac12x^2-\frac1{20}x^4$. Its derivative is $x-\frac15x^3$, so for $x\le1$

$$\frac{S}{S_0}=1-\frac{x^2}{5}. \qquad (8)$$

The correction has changed sign. Equation (6) is thus a statement about a particular scatterer, and not a general property of degenerate gases. The answer to (c) is that the linear term needs only $\sigma_F$, while even the sign of the next term depends on how $\sigma$ varies with speed.

## The oxygen ion

The ion mass is rounded to 16 u, which makes the electron-to-ion mass ratio $3.43\times10^{-5}$. An electron moving at the ion's speed would have the energy

$$E_v=80\,000\ \text{eV}\times3.43\times10^{-5}=2.74\ \text{eV}.$$

The density gives $k_F=(3\pi^2n)^{1/3}=1.747$ Å$^{-1}$ and the Fermi energy $E_F=11.63$ eV. Energies go as squares of speeds, so

$$x=\sqrt{E_v/E_F}=\sqrt{2.743/11.625}=0.486,$$

and (6) applies. With the electron mass $m$ restored, $S_0=nmv_Fv\sigma$ and $mv_Fv=2\sqrt{E_FE_v}$. Therefore

$$S_0=2n\sigma\sqrt{E_FE_v}=2(0.18)(10)\sqrt{11.625\times2.743}=20.3\ \text{eV/Å}.$$

The factor is $1+0.0944-0.0016=1.0928$, and the drag is

$$S=20.3\times1.0928=22.2\ \text{eV/Å}=222\ \text{eV/nm}.$$

Almost all of the correction comes from the quadratic term. Direct integration of (1) over the sphere gives the same factor, 1.0928.

## Reading the numbers beside a real metal

The density is a rough value for aluminium, with three conduction electrons per atom, and aluminium is a metal for which a free-electron gas is a fair first picture. The cross section is a round choice, not a calculated or measured one, and the drag is proportional to it. The result therefore illustrates the formula and is not a prediction for oxygen in aluminium.

Within the electronic drag, the constant $\sigma$ is an assumption open to doubt. With $\sigma_F$ held at 10 Å$^2$, the $1/u$ law gives 20.3 eV/Å and the $1/u^2$ law 19.4 eV/Å. The latter is 13% below the constant-$\sigma$ result. These are comparison cases, not bounds; a real ion needs $\sigma(u)$ from its own screened potential, which may itself change with $v$.

Other neglected effects differ greatly in size:

- **Temperature.** At 700 K and fixed density, the smearing of the Fermi surface raises the linear drag by a relative $4\times10^{-5}$. This figure covers the electron occupation alone, not changes in the lattice.
- **Ion recoil.** The momentum exchanged involves the reduced mass, which differs from the electron mass by a relative $3\times10^{-5}$. Recoil also slightly upsets the cancellation of the blocked collisions. At this ion speed the two effects together change the drag and the energy loss by a relative amount of order $10^{-4}$.
- **Core electrons.** Since $|\mathbf u'|=|\mathbf u|$, an electron gains the laboratory energy $\frac12(|\mathbf v+\mathbf u'|^2-|\mathbf v+\mathbf u|^2)=\mathbf v\cdot(\mathbf u'-\mathbf u)$. The largest gain occurs when an electron at the Fermi surface is met head-on and reversed. It is $2v(v_F+v)=4E_Fx(1+x)=33.6$ eV. The outermost core level of aluminium lies roughly 70 eV deep, so a conduction electron struck once by the ion has too little energy to excite a core electron in turn. Direct excitation of core electrons by the ion is not covered by this estimate: they are bound and move faster than $v_F$, so the limit does not apply to them. The model leaves that loss out.
- **Nuclear stopping.** Energy given to whole atoms is a separate loss that adds to $S$. It was estimated by classical scattering of the ion from single atoms of mass 27 u, with density $n/3$, in a Coulomb potential between the bare nuclei multiplied by $e^{-r/a_s}$, where $a_s=0.152$ Å. The result is 11.2 eV/Å, about half the electronic drag obtained with $\sigma=10$ Å$^2$. The figure depends on the screening function. Molière screening gives 10.5 to 11.2 eV/Å according to the screening length, the universal (ZBL) function gives 10.7, and the exponential form with $a_s=0.171$ Å gives 12.0. It is therefore good to about 1 eV/Å.

For the slowing of this ion, nuclear stopping therefore matters more than the whole correction in (6), which amounts to $22.2-20.3=1.9$ eV/Å. A range calculation would have to include both channels and follow them as the ion loses speed.

## Values computed for the example and the checks

```
INPUTS (round model values)
electron density = 0.18 1/angstrom^3
transport cross section = 10.0 angstrom^2
oxygen ion energy = 80000 eV
ion mass, target atom mass = 16, 27 u
ion and target atomic numbers = 8, 13
conduction electrons per atom = 3
DRAG
Fermi wave number = 1.7468 1/angstrom
Fermi energy = 11.625 eV
electron energy at ion speed = 2.7429 eV
x = v/vF = 0.4857 (no unit)
term 2x^2/5 = 0.09438 (no unit)
term -x^4/35 = -0.00159 (no unit)
drag factor, formula = 1.09279 (no unit)
drag factor, direct integral = 1.09279 (no unit)
linear drag = 20.328 eV/angstrom
corrected drag = 22.215 eV/angstrom = 222.15 eV/nm
FACTOR AT OTHER SPEEDS: x, direct integral, polynomial (no unit)
0.2  1.01595  1.01595
0.5  1.09821  1.09821
0.8  1.24430  1.24430
1.0  1.37143  1.37143
2.0  2.19643  2.14286
PAULI BLOCKING, Monte Carlo drag factor (no unit)
without blocking = 1.0921, standard error 0.0013
with blocking = 1.0916, standard error 0.0012
share of collisions allowed = 0.500 (no unit)
NEGLECTED EFFECTS
factor if sigma ~ 1/u = 1.0000 (no unit)
factor if sigma ~ 1/u^2 = 0.9528 (no unit)
drag if sigma ~ 1/u^2 = 19.369 eV/angstrom
target temperature = 700 K
relative thermal change of linear drag = 4.43e-05 (no unit)
electron/ion mass ratio = 3.43e-05 (no unit)
largest energy to one electron = 33.6 eV
nuclear screening length = 0.1518 angstrom
nuclear stopping, scattering = 11.2 eV/angstrom
nuclear stopping, cutoff = 14.6 eV/angstrom
nuclear/electronic stopping = 0.51 (no unit)
```
